# The frequency error in Sternheimer calculations of phonon-induced level shifts, part 2

We seek the phonon-induced shift of a nondegenerate occupied level \(|n\rangle\) (wave vector \(k\), energy \(\varepsilon_n\)) of an insulator, in Hartree atomic units. Mode \((q,\nu)\) has frequency \(\omega=\omega_\nu\), Bose factor \(n_B\), \(a=2n_B+1\) and orthonormal eigenvectors \(e_{\kappa\nu}\); atom \(\kappa\) has mass \(M_\kappa\). With potential \(V\), cell positions \(R_l\), \(N\) cells and band occupations \(f_m\),
\[w_{\kappa\nu}=\frac{e_{\kappa\nu}}{\sqrt{2M_\kappa\omega_\nu}},\qquad |h_\kappa\rangle=\sum_l e^{iqR_l}\frac{\partial V}{\partial\tau_{\kappa l}}|n\rangle,\]
\[|h_\nu\rangle=\sum_\kappa w_{\kappa\nu}|h_\kappa\rangle,\qquad g_m=\langle m,k+q|h_\nu\rangle .\]
The shift is the Fan term plus the Debye–Waller term DW, given per mode:
\[\Sigma^{\rm Fan}_n=\frac1N\sum_{q\nu}\sum_m|g_m|^2\left[\frac{n_B+f_m}{\varepsilon_n-\varepsilon_m+\omega}+\frac{n_B+1-f_m}{\varepsilon_n-\varepsilon_m-\omega}\right],\]
\[\mathrm{DW}=\frac a2\sum_\kappa|w_{\kappa\nu}|^2D_\kappa,\qquad D_\kappa=-2\,\mathrm{Re}\sum_{\kappa'}\sum_{m\neq n}\frac{\langle h_\kappa|m\rangle\langle m|h_{\kappa'}\rangle}{\varepsilon_n-\varepsilon_m}\Big|_{q=0}.\]

Truncation stops both band sums at \(m=M\). Instead, the active bands \(m\le M\) (projector \(P\), \(Q=1-P\)), which include all occupied ones, are summed with full frequencies. The rest has
\[\Delta_m=\varepsilon_{m,k+q}-\varepsilon_n\ge\Delta_{\min}>\omega\quad(m>M),\qquad x=\omega/\Delta_{\min}<1 ,\]
and contributes
\[E=\sum_{m>M}E_m,\qquad E_m=-|g_m|^2\left[\frac{n_B}{\Delta_m-\omega}+\frac{n_B+1}{\Delta_m+\omega}\right].\]
Its static form is \(S=\sum S_m\), \(S_m=-a|g_m|^2/\Delta_m\). With \(\alpha>\varepsilon_n-\varepsilon_{1,k+q}\), one solves
\[(H_{k+q}-\varepsilon_n+\alpha P)|\psi_\kappa\rangle=-Q|h_\kappa\rangle .\]
Then \(\Phi_{\kappa\kappa'}=\langle h_\kappa|\psi_{\kappa'}\rangle\), \(O_{\kappa\kappa'}=\langle\psi_\kappa|\psi_{\kappa'}\rangle\), \(\psi_\nu=\sum_\kappa w_{\kappa\nu}\psi_\kappa\), \(S=a\,w^\dagger\Phi w\) and \(\|\psi_\nu\|^2=w^\dagger Ow=\sum_{m>M}|g_m|^2/\Delta_m^2\). The rest part of \(D_\kappa\) is exactly \(-2\,\mathrm{Re}\sum_{\kappa'}\Phi_{\kappa\kappa'}(q=0)\).

The example is a one-dimensional crystal of period 6 bohr (\(a\) in the final table) with two Gaussian wells per cell, masses 2000 and 8000 electron masses, and springs \(K=0.1\) Ha/bohr². Two bands are filled; \(n\) is band 2 at \(\Gamma\), the valence maximum, 0.27754 Ha below band 3. The highest frequency is 0.011180 Ha. Averages use 64 nodes in \(q\); the sample point is \(q_0=0.34907\) bohr⁻¹. The table also lists earlier checks by exact diagonalization (ED) and frozen phonons.

## The price of dropping the frequency

Put \(E_m\) over a common denominator. The numerator is \(n_B(\Delta+\omega)+(n_B+1)(\Delta-\omega)=a\Delta-\omega\), so
\[E_m=-|g_m|^2\frac{a\Delta_m-\omega}{\Delta_m^2-\omega^2}.\]
The error is defined as exact minus static, \(\delta=E-S\). Per state,
\[\delta_m=|g_m|^2\frac{a(\Delta_m^2-\omega^2)-\Delta_m(a\Delta_m-\omega)}{\Delta_m(\Delta_m^2-\omega^2)}=|g_m|^2\frac{\omega(\Delta_m-a\omega)}{\Delta_m(\Delta_m^2-\omega^2)} .\]
A more useful form comes from multiplying \(E_m\) by \(\Delta_m^2-\omega^2\), which gives \(\Delta_m^2E_m=-a|g_m|^2\Delta_m+\omega|g_m|^2+\omega^2E_m\), and dividing by \(\Delta_m^2\):
\[E_m=S_m+\omega\frac{|g_m|^2}{\Delta_m^2}+\Big(\frac{\omega}{\Delta_m}\Big)^2E_m .\]
Summed over the rest space this is \(E=C+R\), with \(C=S+\omega\|\psi_\nu\|^2\) and \(R=\sum(\omega/\Delta_m)^2E_m\).

The leading error \(\omega\|\psi_\nu\|^2\) is first order in \(\omega\), positive, and free of \(n_B\). To first order, absorption changes the term by \(-n_B\omega|g|^2/\Delta^2\) and emission by \(+(n_B+1)\omega|g|^2/\Delta^2\). The stimulated parts cancel, and what remains is the extra energy \(\omega\) that the spontaneously emitted phonon adds to the intermediate state. That weakens the downward push of the empty bands, so the static scheme places the level too low.

Every \(E_m\) is negative, since both denominators are positive, and \(0<\omega/\Delta_m\le x\). Therefore \(x^2E\le R\le0\). The right inequality gives \(E\le C\). The left gives \(E\ge C+x^2E\), and division by \(1-x^2>0\) gives
\[\frac{C}{1-x^2}\le E\le C,\qquad \frac{x^2}{1-x^2}\,C\le R\le 0 .\]
One solve thus brackets the dynamic rest term at any temperature. It needs only \(\varepsilon_{M+1,k+q}\), or any lower bound on \(\Delta_m\) that exceeds \(\omega\). As \(x\to1\) the width \(x^2|C|/(1-x^2)\) grows without limit unless \(C=-\sum|g_m|^2(a\Delta_m-\omega)/\Delta_m^2\) vanishes as well, which requires \(T=0\) and coupling only to states at \(\Delta_{\min}\). For \(n_B>0\) this limit is where absorption into band \(M+1\) becomes a real process, and that band belongs in the active space.

Relative to the static term, with \(y=\omega/\Delta_m\),
\[\frac{\delta_m}{|S_m|}=\frac{y/a-y^2}{1-y^2},\]
which falls monotonically in \(a\) from \(y/(1+y)\) at \(a=1\) to \(-y^2/(1-y^2)\) as \(a\to\infty\). Both magnitudes increase with \(y\le x\), and all \(S_m\) share a sign, so \(|\delta|\le|S|\max[x/(1+x),\,x^2/(1-x^2)]\).

Take the optical mode at \(q_0\), \(M=2\), 300 K. Here \(\omega=0.010372\) Ha, \(n_B=1.8\times10^{-5}\), \(\Delta_{\min}=0.58788\) Ha and \(x=0.010372/0.58788=0.01764\). The solve gives \(S=-1.4008260\times10^{-3}\) Ha and \(\|\psi_\nu\|^2=1.470414\times10^{-3}\), so \(\omega\|\psi_\nu\|^2=1.525\times10^{-5}\) Ha and
\[C=(-1.4008260+0.0152505)\times10^{-3}=-1.3855755\times10^{-3}\ {\rm Ha}.\]
With \(x^2=3.11\times10^{-4}\) the lower end is \(-1.3860069\times10^{-3}\) Ha. The explicit sum gives \(E=-1.3857827\times10^{-3}\) Ha, which is \(2.07\times10^{-7}\) Ha below \(C\) in a bracket \(4.31\times10^{-7}\) Ha wide. The true error \(\delta=1.50433\times10^{-5}\) Ha is 1.07% of \(|S|\), within the bound \(x/(1+x)=1.73\%\), and the estimate exceeds it by 1.4% of \(\delta\).

Temperature enters through \(R\). To lowest order \(E_m\approx S_m\), so the ratio of \(R_m\) to the first-order term is \(-a\omega/\Delta_m\), which tends to \(-2k_BT/\Delta_m\) for \(k_BT\gg\omega\). The form of \(\delta_m\) shows that \(\delta>0\) whenever \(a\omega<\Delta_{\min}\). The sum vanishes at
\[a\omega=\frac{\sum_m p_m\Delta_m}{\sum_mp_m},\qquad p_m=\frac{|g_m|^2}{\Delta_m(\Delta_m^2-\omega^2)}>0,\]
a weighted mean of the \(\Delta_m\) and so at least \(\Delta_{\min}\). At the point above this takes \(n_B=35.75\), or \(a\omega=0.7518\) Ha, which with \(a\omega\approx2k_BT\) means \(k_BT\approx0.38\) Ha, against \(9.5\times10^{-4}\) Ha at 300 K.

## Why the phonon spectrum drops out

In \(\omega_\nu\|\psi_\nu\|^2=\sum_{\kappa\kappa'}\omega_\nu w^*_{\kappa\nu}w_{\kappa'\nu}O_{\kappa\kappa'}\) the frequency cancels, since \(\omega_\nu w^*_{\kappa\nu}w_{\kappa'\nu}=e^*_{\kappa\nu}e_{\kappa'\nu}/(2\sqrt{M_\kappa M_{\kappa'}})\). Completeness, \(\sum_\nu e^*_{\kappa\nu}e_{\kappa'\nu}=\delta_{\kappa\kappa'}\), then gives at each \(q\)
\[\sum_\nu\omega_\nu\|\psi_\nu\|^2=\sum_\kappa\frac{\|\psi_\kappa\|^2}{2M_\kappa}.\]
At fixed \(h_\kappa\) the leading error contains neither temperature nor force constants. As \(\psi_\kappa\) is the \(Q\) part of the derivative of the state with respect to the displacement, the expression has the form of the diagonal Born–Huang correction restricted to the rest space: the nuclear kinetic energy acting on an electronic state that follows the nuclei. It has no \(1/\omega\) and is finite at \(q\to0\).

The true error at \(T=0\) follows closely. With \(a=1\), \(\delta_m=\omega|g_m|^2/[\Delta_m(\Delta_m+\omega)]\). Multiplying all masses by 4 divides the dynamical matrix by 4, leaves \(e\) unchanged, halves \(\omega\) and divides \(\omega|g_m|^2\) by 4. Each term is multiplied by \(\tfrac14(\Delta+\omega)/(\Delta+\omega/2)=\tfrac14[1+(\omega/2)/(\Delta+\omega/2)]\), which lies between \(\tfrac14\) and \(\tfrac14(1+x)\). Multiplying \(K\) by 4 doubles \(\omega\) and leaves \(\omega|g_m|^2\) unchanged, giving the factor \(1-\omega/(\Delta+2\omega)\), between \(1-x\) and 1. All terms are positive, so the averages obey the same limits with \(x_{\max}=0.011180/0.27754=0.04028\). For \(M=2\) the ratios are 0.25168 and 0.98706. The static part \(S+\mathrm{DW}\) scales with \(|w|^2\propto1/(M_\kappa\omega)\) and halves in both cases. The error goes as the inverse mass and the static zero-point term as its inverse square root, so the neglect matters most for light atoms.

For \(M=2\) the mode sum averages to \(4.030\times10^{-5}\) Ha, and \(R\) to \(-5.4\times10^{-7}\), \(-5.9\times10^{-7}\) and \(-8.5\times10^{-7}\) Ha at 0, 300 and 1000 K. The averaged pointwise bounds on \(R\) are \(-1.04\), \(-1.09\) and \(-1.41\times10^{-6}\) Ha. At 1000 K, \(4.030\times10^{-5}-0.085\times10^{-5}=3.945\times10^{-5}\) Ha. The rest contribution carries the factor \(a\) in full, while the error feels it only through \(R\), at most 2.1% of the leading term here.

The relative bound on \(|S|\) says little about the level shift, because \(S\) is largely cancelled by DW. In one dimension at \(T=0\) the acoustic \(S\propto1/|q|\) makes the average of \(S\) diverge logarithmically: for \(M=2\) it is \(-2.103\times10^{-2}\) Ha on 64 nodes and \(-2.285\times10^{-2}\) Ha on 96, while \(S+\mathrm{DW}\) with the rest part of DW is \(3.565793\times10^{-3}\) Ha on both. The error \(3.976\times10^{-5}\) Ha is 0.19% of the 64-node \(|S|\), 1.1% of \(S+\mathrm{DW}\), and 0.41% of the total shift \(9.593\times10^{-3}\) Ha. In three dimensions \(1/|q|\) is integrable, but the cancellation persists, and the absolute error remains the quantity to compare with the accuracy wanted.

## The algorithm

For a given state \(n,k\):

1. At \(q=0\) solve for \(\psi_\kappa\) and form \(D_\kappa\) from the explicit active terms and \(-2\,\mathrm{Re}\sum_{\kappa'}\Phi_{\kappa\kappa'}\).
2. At each \(q\) compute bands \(1\) to \(M\) and the energy \(\varepsilon_{M+1}\), and confirm \(x<1\).
3. Solve once per displacement \(\kappa\), with \(\alpha=\varepsilon_n-\varepsilon_1+1\) Ha for instance, and store \(\Phi\) and \(O\).
4. For each mode and temperature add the dynamic active sum, \(C=a\,w^\dagger\Phi w+\omega\,w^\dagger Ow\), and DW, and accumulate \(x^2C/(1-x^2)\) as the error bar.
5. Raise \(M\) until the bar is acceptable.

Zero-point shifts in meV, against 261.050 from all bands:

| \(M\) | truncated | static | with norm |
|---|---|---|---|
| 2 | 162.937 | 259.968 | 261.064 |
| 3 | 279.094 | 260.880 | 261.051 |
| 5 | 257.372 | 261.035 | 261.050 |
| 7 | 261.948 | 261.049 | 261.050 |
| 9 | 261.027 | 261.050 | 261.050 |

At \(M=2\) the absolute error is 98 meV for truncation, 1.08 meV for the static solve and 0.015 meV (\(5.4\times10^{-7}\) Ha) with the norm term. The static value lies below the exact one and the corrected value above, as \(\delta>0\) and \(R<0\) require. At \(T=0\) all \(\delta_m\) are positive, so enlarging the active space can only reduce \(\delta\); the rate, from \(3.98\times10^{-5}\) Ha at \(M=2\) to \(2.1\times10^{-9}\) Ha at \(M=9\), belongs to this model.

The frequency can also be kept exactly. Replacing \(\varepsilon_n\) by \(\varepsilon_n\pm\omega_\nu\) and \(h_\kappa\) by \(h_\nu\) turns \(\Delta_m\) into \(\Delta_m\mp\omega_\nu\), so \(G_\pm=\langle h_\nu|\psi_\pm\rangle=-\sum|g_m|^2/(\Delta_m\mp\omega)\) and \(E=n_BG_++(n_B+1)G_-\). The rest eigenvalues stay positive because \(x<1\), and the active ones if \(\alpha>\varepsilon_n+\omega-\varepsilon_1\). Modes and displacements are equal in number. At \(T=0\) only \(G_-\) is needed, so the number of solves stays the same, two per \(q\) here; at finite temperature it doubles to four. Preconditioned conjugate gradients took 11.3 iterations on average. Both versions serve all temperatures, but only \(\Phi\) and \(O\) are independent of masses and force constants and can be reused when these change.

The bracket concerns the rest space only. At finite temperature the active sum for the valence maximum has poles at \(\varepsilon_n-\varepsilon_m=\omega\), where the hole absorbs a phonon, and needs a broadening or principal-value treatment, so totals are given at \(T=0\) alone. In a metal all partly filled bands must be active. For a degenerate level the solves are done for each partner and \(\Phi\) acquires band indices. The errors of the rigid-ion, harmonic and on-shell second-order approximations lie outside the bound. The numerical check asserts the bracket and the relative bound at every node, mode, \(M\) and temperature, to a round-off tolerance of \(10^{-10}|E|\) that exceeds the bracket width at the long-wave acoustic nodes where \(x<10^{-5}\), comparing conjugate-gradient values of \(S\) and \(\|\psi_\nu\|^2\) with the explicit band sum for \(E\).

## Table of computed values

```
ED check: w=0.23 Ha nB=2; diagonalization 0.1079887 Ha, Fan formula 0.1079888 Ha
a=6.0 bohr, depths=(0.5, 0.8) Ha, sigma=0.6 bohr, tau=(0.0, 3.0) bohr
masses=2000,8000 m_e, K=0.1 Ha/bohr^2, plane waves=31
bands 1-5 at Gamma (Ha): [-0.36674  0.08684  0.36438  1.87148  1.87825]
gap=0.27754 Ha, w_max=0.011180 Ha, x_max=0.04028
D_kappa=<n|d2V|n> (Ha/bohr^2): [0.318531 0.316661]  rest part M=2: [0.318531 0.316661]
q0=0.34907 1/bohr, w_acoustic=0.004175 Ha, w_optical=0.010372 Ha
acoustic: frozen phonon 4.1131041e-03 Ha, static Fan+DW (+-q0) 4.1131041e-03 Ha
acoustic: weight outside M=3, supercell 2.1373116e-04, Sternheimer 2.1373116e-04
optical: frozen phonon 4.7664946e-03 Ha, static Fan+DW (+-q0) 4.7664946e-03 Ha
optical: weight outside M=3, supercell 1.1937227e-03, Sternheimer 1.1937227e-03
point q0, optical, M=2, 300 K: kT=9.5004e-04 Ha, nB=1.815e-05, D_min=0.58788 Ha, x=0.01764
  S=-1.4008260e-03 Ha, |psi|^2=1.470414e-03, w|psi|^2=1.52505e-05 Ha
  lower=-1.3860069e-03 Ha, E=-1.3857827e-03 Ha, C=-1.3855755e-03 Ha, delta=1.50433e-05 Ha
  delta changes sign at nB=35.75, (2nB+1)w=0.7518 Ha
q nodes=64, mean CG iterations=11.3
q averages (Ha): M | E+DW rest | delta=E-S | sum w|psi|^2 | E-C | bound on E-C
T=0 K
  2 | 3.60556e-03 | 3.97634e-05 | 4.03042e-05 | -5.408e-07 | -1.035e-06
  3 | -6.63130e-04 | 6.24529e-06 | 6.29250e-06 | -4.721e-08 | -7.044e-08
  5 | 1.35136e-04 | 5.38513e-07 | 5.39421e-07 | -9.085e-10 | -1.223e-09
  7 | -3.29993e-05 | 4.19032e-08 | 4.19578e-08 | -5.461e-11 | -6.120e-11
  9 | 8.34464e-07 | 2.11862e-09 | 2.11968e-09 | -1.062e-12 | -1.157e-12
T=300 K
  2 | 4.22799e-03 | 3.97097e-05 | 4.03042e-05 | -5.945e-07 | -1.094e-06
  3 | -6.66934e-04 | 6.24524e-06 | 6.29250e-06 | -4.725e-08 | -7.071e-08
  5 | 1.32524e-04 | 5.38484e-07 | 5.39421e-07 | -9.376e-10 | -1.255e-09
  7 | -3.31930e-05 | 4.19031e-08 | 4.19578e-08 | -5.472e-11 | -6.139e-11
  9 | 7.08885e-07 | 2.11858e-09 | 2.11968e-09 | -1.103e-12 | -1.200e-12
T=1000 K
  2 | 7.44621e-03 | 3.94499e-05 | 4.03042e-05 | -8.544e-07 | -1.414e-06
  3 | -7.60639e-04 | 6.24085e-06 | 6.29250e-06 | -5.165e-08 | -7.913e-08
  5 | 1.29011e-04 | 5.38197e-07 | 5.39421e-07 | -1.225e-09 | -1.606e-09
  7 | -3.82638e-05 | 4.18974e-08 | 4.19578e-08 | -6.044e-11 | -6.835e-11
  9 | -8.92927e-08 | 2.11817e-09 | 2.11968e-09 | -1.515e-12 | -1.639e-12
total zero-point shift, all bands dynamic: 9.593398e-03 Ha = 261.050 meV
T=0 totals (meV): M | truncated | static Sternheimer | plus norm correction
  2 | 162.937 | 259.968 | 261.064
  3 | 279.094 | 260.880 | 261.051
  5 | 257.372 | 261.035 | 261.050
  7 | 261.948 | 261.049 | 261.050
  9 | 261.027 | 261.050 | 261.050
M=2,T=0, 64/96 nodes: S alone -2.10292e-02 / -2.28506e-02 Ha
M=2,T=0, 64/96 nodes: S+DW 3.565793e-03 / 3.565793e-03 Ha
M=2,T=0 masses x4: delta ratio 0.25168, S+DW ratio 0.50000
M=2,T=0 spring x4: delta ratio 0.98706, S+DW ratio 0.50000
```
